\section*{Umklapp freeze-out and phonon drag in the resistivity of potassium}

\section{Geometry}

\textbf{Q.} I cool a clean potassium wire and subtract the residual resistivity. At a few kelvin the remainder falls more and more steeply on cooling, unlike a fixed power of $T$. Why should umklapp scattering care so strongly about temperature?

\textbf{A.} Because the phonon it needs cannot be arbitrarily soft. Potassium is bcc with one conduction electron per atom, and I take its Fermi surface to be a sphere. With cubic lattice constant $a$ there are two atoms per cube, so the electron density is $n=2/a^3$ and
\begin{equation}
k_F=(3\pi^2n)^{1/3}=\frac{(6\pi^2)^{1/3}}{a}=\frac{3.898}{a},\qquad
G=\frac{2\pi\sqrt2}{a}=\frac{8.886}{a},
\end{equation}
where $G$ is the length of the shortest reciprocal vectors, the twelve of type $(110)$.

An electron goes from $\mathbf k$ to $\mathbf k'=\mathbf k+\mathbf K$ by absorbing a phonon $\mathbf q$ of the first zone, with $\mathbf K=\mathbf q+\mathbf G$. Normal processes have $\mathbf G=0$. Both electron states lie on the Fermi sphere, so $K\le 2k_F$. The triangle inequality then gives, for umklapp,
\begin{equation}
q=|\mathbf K-\mathbf G|\ \ge\ G-K\ \ge\ G-2k_F\equiv q_{\min}=\frac{1.090}{a}.
\end{equation}
Equality requires $\mathbf K$ parallel to $\mathbf G$ with $K=2k_F$. Longer reciprocal vectors have larger thresholds. At low $T$ the number of phonons with $q\ge q_{\min}$ is exponentially small.

\textbf{Q.} The Fermi surface is thermally smeared. Can't hot electrons get round the threshold?

\textbf{A.} They can, but at a bad price. To reach $K=2k_F+\delta$, the two electron energies, measured from the Fermi level, must add up to at least $\hbar v_F\delta$. The phonon supplies $\hbar\omega$ of this, which moves the edge by only $\delta=\omega/v_F$. Any further increase of $\delta$ needs thermally excited electrons and costs $\hbar v_F/2$ per unit of $\delta$, while the shorter phonon saves only $\hbar c$, for sound speed $c$. In the example below $v_F/2c\approx 226$, and the sharp edge is a good approximation at 1 K and above. It fails only when $k_BT$ is no longer large compared with $\hbar\omega c/v_F$, which corresponds to about 0.07 K.

\section{From scattering rate to resistivity}

\textbf{Q.} I would like the prefactor too. What is the scattering rate?

\textbf{A.} Take one isotropic longitudinal branch, $\omega=cq$, with polarization $\hat{\mathbf p}=\hat{\mathbf q}$. Let $M$ be the ion mass, $N_c$ the number of cells, $\Omega_0=a^3/2$ the cell volume and $w(K)$ the screened ion potential. An ion displacement of amplitude $(\hbar/2MN_c\omega)^{1/2}$ gives the squared matrix element $\hbar w^2(\mathbf K\cdot\hat{\mathbf p})^2/(2MN_c\omega)$, times the Bose number $N$ for absorption. With two spins, the equilibrium rate is
\begin{equation}
W=2\,\frac{2\pi}{\hbar}\,\frac{\hbar w^2(\mathbf K\cdot\hat{\mathbf p})^2}{2MN_c\omega}\,N\sum_{\mathbf k}f(E_k)\,[1-f(E_{k'})]\,\delta(E_{k'}-E_k-\hbar\omega).
\end{equation}
Let $\mu$ be the cosine between $\mathbf k$ and $\mathbf K$. Since $E_{k'}-E_k=\hbar^2(2kK\mu+K^2)/2m$, the $\mu$ integral of the delta function is $m/(\hbar^2kK)$, provided its root $\mu\simeq-K/2k$ lies above $-1$; this is the condition $K<2k_F$. With $k\,dk=m\,dE/\hbar^2$ and volume $V=N_c\Omega_0$,
\begin{equation}
\sum_{\mathbf k}\dots=\frac{V}{8\pi^3}\int2\pi k^2dk\,\frac{m}{\hbar^2kK}\dots
=\frac{Vm^2}{4\pi^2\hbar^4K}\int dE\,f(E)[1-f(E+\hbar\omega)].
\end{equation}
Detailed balance, $f'(1-f)=e^{-\hbar\omega/k_BT}f(1-f')$, gives $f(1-f')=(f-f')/(1-e^{-\hbar\omega/k_BT})=(N+1)(f-f')$. The integral of $f-f'$ is $\hbar\omega$. Collecting factors,
\begin{equation}
W=R\,N(N+1),\qquad R=\frac{\Omega_0m^2w(K)^2}{2\pi M\hbar^3}\,\frac{(\mathbf K\cdot\hat{\mathbf p})^2}{K}\quad(K<2k_F).
\label{rate}
\end{equation}

\textbf{Q.} And how does a rate become a resistivity?

\textbf{A.} Through momentum balance. Suppose isotropic impurity scattering dominates. The electrons then form a Fermi sphere displaced by a drift velocity $\mathbf u$, and the phonon resistivity is obtained to first order in the ratio of phonon to impurity scattering. Write
\begin{equation}
f=f_0-\frac{\partial f_0}{\partial E}\,\Phi_{\mathbf k},\quad \Phi_{\mathbf k}=\hbar\mathbf k\cdot\mathbf u,\qquad
N_{\mathbf q}=N+\frac{N(N+1)}{k_BT}\Psi_{\mathbf q}.
\end{equation}
To first order, $\Phi$ and $\Psi$ act as energy shifts in the Fermi and Bose functions. The ratio of forward to reverse rates is therefore $\exp[(\Phi_{\mathbf k}+\Psi_{\mathbf q}-\Phi_{\mathbf k'})/k_BT]$, and the net absorption rate is
\begin{equation}
J=\frac{W}{k_BT}\left(\Psi_{\mathbf q}-\hbar\mathbf K\cdot\mathbf u\right).
\end{equation}
Each net event gives the electrons momentum $\hbar\mathbf K$. In steady state the field replaces what they lose. If $\rho$ is the phonon part of the resistivity, the corresponding field is $\rho neu$ and its force on all electrons is $\rho n^2e^2uV$. Multiplying by $u$,
\begin{equation}
\rho\,n^2e^2u^2V=\sum_{\mathbf q,\mathbf G}\frac{W}{k_BT}\,\hbar\mathbf K\cdot\mathbf u\,(\hbar\mathbf K\cdot\mathbf u-\Psi_{\mathbf q}).
\end{equation}
The phonon deviation is linear in $\mathbf u$, so write $\Psi_{\mathbf q}=\hbar\mathbf u\cdot\mathbf X_{\mathbf q}$. Cubic symmetry makes the summed quadratic form isotropic, which allows $(\mathbf A\cdot\mathbf u)(\mathbf B\cdot\mathbf u)\to u^2\,\mathbf A\cdot\mathbf B/3$. Hence
\begin{equation}
\rho=\frac{\hbar^2}{3n^2e^2k_BT}\int\frac{d^3q}{8\pi^3}\,S(\mathbf q),\qquad S=\sum_{\mathbf G}W\,\mathbf K\cdot(\mathbf K-\mathbf X_{\mathbf q}).
\label{rho}
\end{equation}

\section{The normal term}

\textbf{Q.} Normal processes have no threshold. What do they give if I leave the phonons in equilibrium?

\textbf{A.} Then $\mathbf X=0$; call these phonons pinned. At small $q$, equation \eqref{rate} gives $R=C_0q$ with $C_0=\Omega_0m^2w(0)^2/(2\pi M\hbar^3)$, so $S=C_0q^3N(N+1)$. With $x=\hbar cq/k_BT$,
\begin{align}
\rho_N&=\frac{\hbar^2}{3n^2e^2k_BT}\,\frac{4\pi C_0}{8\pi^3}\int_0^\infty q^5N(N+1)\,dq\nonumber\\
&=\frac{\hbar^2C_0}{6\pi^2n^2e^2k_BT}\left(\frac{k_BT}{\hbar c}\right)^6 5!\,\zeta(5)\ \propto\ T^5 .
\label{t5}
\end{align}
The last integral follows by parts: $\int x^5e^x(e^x-1)^{-2}dx=5\int x^4(e^x-1)^{-1}dx=5\cdot4!\,\zeta(5)$.

\textbf{Q.} That power law should swamp an exponential at low temperature. Why doesn't it?

\textbf{A.} Because the phonons need not stay in equilibrium. They receive the momentum the electrons lose, and must hand it on somewhere. Let $W_p$ measure the loss of their drift to everything except electrons: umklapp collisions with other phonons, defects, surfaces. Normal collisions among phonons conserve their total momentum and do not enter $W_p$. They leave a common drift of all phonons unchanged, so they do not alter the result for $r=0$ below. I neglect them in the balance for each phonon and return to them with umklapp. A steady phonon number requires
\begin{equation}
\sum_{\mathbf G}W(\Psi_{\mathbf q}-\hbar\mathbf K\cdot\mathbf u)+W_p\Psi_{\mathbf q}=0
\quad\Rightarrow\quad
\mathbf X_{\mathbf q}=\frac{\sum_{\mathbf G}W\mathbf K}{\sum_{\mathbf G}W+W_p}.
\label{drag}
\end{equation}
For a phonon with just the normal channel, $\mathbf K=\mathbf q$. Put $W_p=rW_N$. Then $\mathbf X=\mathbf q/(1+r)$ and
\begin{equation}
S=W_Nq^2\left(1-\frac1{1+r}\right)=\frac{r}{1+r}\,W_Nq^2 .
\label{leak}
\end{equation}
For $r\to\infty$ the pinned result returns. For $r=0$ the phonons drift at the electrons' velocity, collisions between the two exchange no net momentum, and the normal term is zero. If $r$ is the same for all thermal phonons, the fraction $r/(1+r)$ of the $T^5$ term survives. If $r$ varies with $q$ or $T$, the remainder need not follow $T^5$.

\textbf{Q.} My wire's residual resistivity comes from impurities. Don't they destroy the drag?

\textbf{A.} Not by scattering electrons. They set the electric field needed for a given $\mathbf u$, while equation \eqref{drag} still makes the phonons follow $\mathbf u$. Impurities weaken drag if they also scatter phonons, which enters through $r$. A full solution of the coupled equations on a discrete two-dimensional Fermi circle bears this out: without leakage the normal resistance vanishes to rounding error for strong and for weak impurity scattering, and with strong impurity scattering $r=0.1$ leaves $0.0909=0.1/1.1$ of the pinned value.

\section{Umklapp with moving phonons}

\textbf{Q.} If phonons can be dragged along, why does umklapp resistance survive?

\textbf{A.} It survives when a phonon has two different ways to exchange momentum with electrons. For $W_p=0$, and with normal collisions among phonons neglected, $\mathbf X$ is the rate-weighted mean $\bar{\mathbf K}$ of the transfers, and
\begin{equation}
S=\sum_{\mathbf G} W\,\mathbf K\cdot(\mathbf K-\bar{\mathbf K})=\sum_{\mathbf G} W\,|\mathbf K-\bar{\mathbf K}|^2,
\end{equation}
because $\sum W(\mathbf K-\bar{\mathbf K})=0$. A single channel has $\mathbf K=\bar{\mathbf K}$ and then gives no resistance, even if it is umklapp: the phonon returns to the electrons what it took, provided it does not first collide with other phonons. With one normal and one umklapp channel, $\bar{\mathbf K}=\mathbf q+\mathbf GW_U/(W_N+W_U)$, so
\begin{equation}
S=G^2\,\frac{W_NW_U^2+W_UW_N^2}{(W_N+W_U)^2}=G^2\,\frac{W_NW_U}{W_N+W_U}.
\label{series}
\end{equation}
The slower channel is the bottleneck. If normal collisions among phonons are fast instead, they hold all phonons at a common drift, with $\mathbf X\simeq\mathbf q$ when umklapp is rare. An umklapp event then dissipates in proportion to $|\mathbf K-\mathbf q|^2=G^2$, and $G^2W_U$ replaces \eqref{series}. This raises the umklapp term by the factor $1+W_U/W_N$, which is 1.13 at threshold in the example below, and leaves the exponential in place. A closed cycle, absorption through one channel and emission through the other, transfers $\hbar\mathbf G$ to the lattice. In this model every first-zone phonon has a normal channel, since the farthest zone corner, $2\pi/a=6.28/a$, is closer than $2k_F=7.80/a$. The discrete calculation confirms both the zero for single channels and the formula for shared ones.

\textbf{Q.} So drag leaves the exponential in place. What is the full low-temperature law?

\textbf{A.} Let $q=q_{\min}+s$, and let $\theta$ be the angle between $-\mathbf q$ and $\mathbf G$. The condition $K^2=G^2+q^2-2Gq\cos\theta\le4k_F^2$ reads
\begin{equation}
1-\cos\theta\le\frac{4k_F^2-(G-q)^2}{2Gq}=\frac{4k_Fs-s^2}{2Gq}\simeq\frac{2k_Fs}{Gq_{\min}},
\end{equation}
since $G-q=2k_F-s$. The allowed solid angle, $2\pi$ times this, opens linearly in $s$. At threshold $\mathbf K$ and $\mathbf q$ are collinear, so
\begin{equation}
R_N=C_0\frac{w(q_{\min})^2}{w(0)^2}\,q_{\min},\qquad R_U=C_0\frac{w(2k_F)^2}{w(0)^2}\,2k_F .
\end{equation}
For $k_BT\ll\hbar cq_{\min}$, $N(N+1)\simeq e^{-\hbar cq/k_BT}$. Insert \eqref{series} into \eqref{rho} for the twelve vectors $\mathbf G$:
\begin{align}
\rho&\simeq\frac{\hbar^2}{3n^2e^2k_BT}\,\frac{12\,q_{\min}^2}{8\pi^3}\,\frac{4\pi k_F}{Gq_{\min}}\,\frac{G^2R_NR_U}{R_N+R_U}\,e^{-\Theta/T}\int_0^\infty s\,e^{-\hbar cs/k_BT}ds\nonumber\\
&=\frac{2k_Fq_{\min}G}{\pi^2n^2e^2c^2}\,\frac{R_NR_U}{R_N+R_U}\,k_BT\,e^{-\Theta/T},\qquad
\Theta=\frac{\hbar c\,(G-2k_F)}{k_B}.
\label{law}
\end{align}
The $s$ integral is $(k_BT/\hbar c)^2$, and the $1/T$ in front leaves one power of $T$. With pinned phonons the normal term \eqref{t5} is present as well, and the umklapp term has the same form $T e^{-\Theta/T}$ with $G^2R_NR_U/(R_N+R_U)$ replaced by $4k_F^2R_U$.

\section{Numbers}

\textbf{Q.} How large are these terms?

\textbf{A.} Take a model metal with round parameters, not fitted to potassium: $a=0.50$ nm, $M=40$ u, $c=2000$ m/s. For the potential use $w(K)=-e^2\cos(Kr_c)/[\epsilon_0\Omega_0(K^2+k_{TF}^2)]$ with core radius $r_c=0.12$ nm and Thomas--Fermi screening, $k_{TF}^2=3ne^2/(2\epsilon_0E_F)$. Then
\begin{equation}
q_{\min}=17.77-15.59=2.18\ \mathrm{nm^{-1}},\qquad \Theta=33.3\ \mathrm K .
\end{equation}
Integration over the zone gives, in $\Omega\,$m (the angular mesh leaves the umklapp entries low by about 0.2\% at 1 K and less at higher $T$, so their last digit is uncertain by one unit),
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & normal, pinned & umklapp, pinned & total with drag\\
1 & $1.31\times10^{-16}$ & $1.32\times10^{-25}$ & $1.56\times10^{-25}$\\
2 & $4.13\times10^{-15}$ & $4.24\times10^{-18}$ & $5.08\times10^{-18}$\\
4 & $1.26\times10^{-13}$ & $3.07\times10^{-14}$ & $3.78\times10^{-14}$\\
8 & $3.33\times10^{-12}$ & $3.06\times10^{-12}$ & $3.90\times10^{-12}$
\end{tabular}
\end{center}

To check \eqref{law} by hand at 1 K, divide it by \eqref{t5}. With $t=k_BT/\hbar c=q_{\min}T/\Theta=0.0655$ nm$^{-1}$,
\begin{equation}
\frac{\rho}{\rho_N}=\frac{12\,k_Fq_{\min}G}{5!\,\zeta(5)\,t^4}\,\frac{R_NR_U}{C_0(R_N+R_U)}\,e^{-\Theta/T}.
\end{equation}
Here $w(2k_F)/w(0)=-0.129$ gives $R_U/C_0=0.129^2\times15.59=0.26$ nm$^{-1}$, and $R_U/R_N=0.134$ reduces the last fraction to $0.26/1.134=0.23$ nm$^{-1}$. The ratio is $1.2\times10^{-9}$, hence $\rho\approx1.6\times10^{-25}\ \Omega\,$m. The zone integral is 4\% below the threshold law at 1 K. At 0.1 K an integral over the twelve threshold caps alone, with the same sharp edge, is 0.4\% below it; this checks the algebra, since smearing of the edge already matters at that temperature.

\textbf{Q.} In your table the total with drag exceeds the pinned umklapp term. Shouldn't drag lower the resistivity?

\textbf{A.} It lowers the total: at 4 K the pinned sum is $1.56\times10^{-13}\ \Omega\,$m, about four times the value with drag. The umklapp column alone is a different comparison. Near threshold a pinned event contributes $W_U(2k_F)^2$, whereas drag gives $W_UG^2/(1+W_U/W_N)$. Their ratio is $(17.77/15.59)^2/1.134=1.15$, close to the $1.17$ that the unrounded zone integrals give at 1 K.

\textbf{Q.} How good must the drag be for me to see the exponential?

\textbf{A.} The leftover $\rho_Nr/(1+r)$ must stay below the umklapp term. At 2 K they are equal at $r\approx1.2\times10^{-3}$, at 1 K at $r\approx1.2\times10^{-9}$. These figures belong to the single longitudinal branch. With the three elastic branches of the anisotropic solid in the last section, slow shear phonons raise the total with drag to about $2\times10^{-18}$, $6\times10^{-15}$ and $1\times10^{-12}\ \Omega\,$m at 1, 2 and 4 K, and the break-even leak becomes about $10^{-2}$ at 1 K and of order unity at 2 K. So in this model, if $r$ stays constant on cooling, even a small leak eventually exposes a $T^5$ remainder, and the exponential is seen in a window above it. Within that window a fitted power of $T$ has little meaning: the local exponent is 17.6 at 2 K and 9.1 at 4 K. A real wire also has electron--electron scattering, left out here. It adds a term that varies roughly as $T^2$, which at low enough temperature exceeds both the exponential and the $T^5$ remainder. A coefficient of $2\times10^{-15}\ \Omega\,$m/K$^2$ would exceed even the fully pinned $T^5$ term of the table below about 2.5 K, so in such a wire the $T^5$ remainder stays hidden.

\section{Back to potassium}

\textbf{Q.} May I then read $q_{\min}$ directly from my measured activation temperature?

\textbf{A.} Not directly. You must know which phonon branch carries the process, and the data must reach the low-temperature limit. There the activation energy is the lowest phonon energy that couples within the allowed region, and in an elastically anisotropic metal such as potassium that involves slow shear waves. For a cubic solid of mass density $d$, the shear wave along $[110]$ polarized along $[1\bar10]$ has speed $\sqrt{(C_{11}-C_{12})/2d}$. Round stiffnesses $C_{11},C_{12},C_{44}=4,3,2$ GPa and $d=1063$ kg/m$^3$ give 686 m/s, so
\begin{equation}
\Theta_{\rm slow}=33.3\ \mathrm K\times\frac{686}{2000}=11.4\ \mathrm K .
\end{equation}
A search over the allowed directions finds the lowest frequency on the $[110]$ axis. There $\mathbf K\cdot\hat{\mathbf p}=0$, so the coupling vanishes at the threshold itself. Tilting $\mathbf q$ by a small angle $\theta$ towards $[1\bar10]$ makes both the normal and umklapp amplitudes linear in $\theta$, and the combined rate in \eqref{series} grows as $\theta^2$; numerically, doubling the angle multiplies it by 4.00. Thermal phonons have $\theta^2\propto T$, which adds one power of $T$ to \eqref{law}:
\begin{equation}
\rho_{\rm slow}\propto T^2e^{-\Theta_{\rm slow}/T}.
\end{equation}

This is the low-temperature limit for a sharp edge. For these stiffnesses it is reached only below about 0.5 K: the power of $T$ multiplying $e^{-\Theta_{\rm slow}/T}$ is 2.0 at 0.4 K, 2.4 at 1 K and 3.5 at 2 K. At a few kelvin, phonons farther from the axis also contribute: they cost more energy but couple more strongly. An activation temperature fitted there can therefore lie well above $\Theta_{\rm slow}$: with all three elastic branches, a local fit to $Te^{-\Theta/T}$ gives about 17 K at 2 K and 19 K at 4 K.

The geometry is also delicate. Since $q_{\min}$ is a small difference of large lengths, stretching the Fermi surface along $[110]$ by 1\% removes $0.16$ nm$^{-1}$ from it, or 7\%. If the surface touched the zone boundary, the threshold would close and this exponential law would fail. The complete values for the model are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
lattice constant 0.50 nm; ion mass 40 u
sound speed 2000 m/s; core radius 0.12 nm
electron density 1.600e+28 m^-3; Fermi energy 2.315 eV
Fermi velocity 9.025e+05 m/s; vF/(2c) = 226 (no unit)
kF*a = 3.8978; G110*a = 8.8858; qmin*a = 1.0902 (no unit)
kF = 7.7956 nm^-1; 2kF = 15.5911 nm^-1
G110 = 17.7715 nm^-1; qmin = 2.1804 nm^-1
qmin from search on Fermi sphere = 2.1804 nm^-1
qmin/(2kF) = 0.1399 (no unit)
activation temperature hbar*c*qmin/kB = 33.31 K
activation energy = 2.870 meV
phase-space factor, sum/formula = 1.0005
phase space at K=2.2kF relative to K=kF = 1.3e-05
discrete kinetic equation, ratios without unit:
  normal only, drag/pinned = 4.6e-12
  same with weak impurities = 1.7e-15
  normal only, leak 0.1, left/pinned = 0.0909
  single-channel umklapp, drag/pinned = 1.1e-12
  shared-channel umklapp, drag/pinned = 0.4157
  shared-channel umklapp, solved/formula = 1.0000
w(2kF)/w(0) = -0.1288 (no unit)
umklapp/normal rate at threshold = 0.1336 (no unit)
normal pinned at 1 K: integral 1.3076e-16 ohm m
normal pinned at 1 K: T^5 formula 1.3133e-16 ohm m
normal pinned: local power of T at 1 K = 4.991
T (K) | normal pinned | umklapp pinned | total with drag (ohm m)
  1.0 | 1.308e-16 | 1.324e-25 | 1.555e-25
  1.5 | 9.876e-16 | 1.277e-20 | 1.514e-20
  2.0 | 4.130e-15 | 4.243e-18 | 5.079e-18
  3.0 | 3.070e-14 | 1.534e-15 | 1.864e-15
  4.0 | 1.256e-13 | 3.071e-14 | 3.776e-14
  6.0 | 8.791e-13 | 6.481e-13 | 8.122e-13
  8.0 | 3.328e-12 | 3.063e-12 | 3.897e-12
threshold law at 0.1 K: integral/formula = 0.9961
threshold law at 1 K: integral/formula = 0.9572
zone integral/12 separate caps at 1 K = 0.9982
activation temperature from slope at 1 K = 33.28 K
drag total: local power of T at 2 K = 17.56
drag total: local power of T at 4 K = 9.11
leak making normal = umklapp at 1 K: 1.19e-09
leak making normal = umklapp at 2 K: 1.23e-03
stiffness C11, C12, C44 = 4, 3, 2 GPa
density = 1062.7 kg/m^3
[110] speeds = 686, 1372, 2275 m/s
slow-shear activation temperature = 11.42 K
shear coupling growth when angle doubles = 4.002
\end{verbatim}
